# High-energy photoionization of hydrogenic s states: the seven-halves law, part 2

One electron in an $ns$ state of a fixed point charge $Z$ absorbs a photon of energy $\omega$. We seek the cross section $\sigma_{ns}$ per electron at high energy. Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are 1, and $c\approx137$. The electron is nonrelativistic. The light acts in first order and in the dipole approximation: its vector potential $\mathbf A$, along the real unit vector $\boldsymbol\varepsilon$, does not vary over the atom. For initial state $i$ and final states $f$,

$$\sigma=\frac{4\pi^2}{c\,\omega}\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf p|i\rangle|^2\,\delta(E_f-E_i-\omega). \tag{1}$$

Between eigenstates of $H=\frac12p^2-Z/r$, the velocity form (left) equals the length form (right):

$$\langle f|\mathbf p|i\rangle=-i\langle f|[\mathbf r,H]|i\rangle=i\omega\langle f|\mathbf r|i\rangle. \tag{3}$$

For 1s and a plane final wave of momentum $\mathbf k$, the Fourier transform of the initial state is $\varphi(k)=8\sqrt\pi\,Z^{5/2}/(k^2+Z^2)^2$, with $k^2+Z^2=2\omega$. The length form then gives twice the amplitude of the velocity form, and four times the cross section.

For the exact Coulomb final state, define $k=\sqrt{2\omega-Z^2/n^2}$ and $\nu=Z/k$. Let $R(r)$ be the normalised bound radial function, and $F(r)$ the regular real solution, with unit amplitude at large $r$, of

$$F''+\Big(k^2+\frac{2Z}{r}-\frac{2}{r^2}\Big)F=0 \tag{5}$$

Then

$$\sigma_{ns}=\frac{8\pi}{3c\,\omega k}\,I^2,\qquad I=\int_0^\infty F(r)\,r\,R'(r)\,dr, \tag{6}$$

$$\int_0^\infty F\,r\cdot r^je^{-\lambda r}dr=C\,k^2\left(-\frac{d}{d\lambda}\right)^jL(\lambda), \tag{9}$$

$$C^2=\frac{1+\nu^2}{9}\frac{2\pi\nu}{1-e^{-2\pi\nu}},\qquad L=6(\lambda^2+k^2)^{-2}e^{-2\nu\arctan(k/\lambda)}.$$

For 1s at any energy,

$$I^2=\frac{4\pi Z^6k}{\omega^3}\,\frac{e^{-4\nu\,{\rm arccot}\,\nu}}{1-e^{-2\pi\nu}},\qquad
\sigma_{1s}=\frac{32\pi^2}{3c}\,\frac{Z^6}{\omega^4}\,\frac{e^{-4\nu\,{\rm arccot}\,\nu}}{1-e^{-2\pi\nu}}. \tag{10}$$

**Theorem** (still to be proved). For fixed $n$, as $\nu\to0$,

$$\boxed{\;\sigma_{ns}=\frac{16\sqrt2\,\pi}{3c}\,\frac{Z^5}{n^3}\,\omega^{-7/2}\left[1-\pi\nu+O(\nu^2)\right]\;} \tag{4}$$

The expression in front of the bracket is called the law.

The proof needs one more lemma, which is proved first.

**Lemma 4.** For an $ns$ state, $R'(0)=-ZR(0)$ and $R(0)^2=4Z^3/n^3$.

**Proof.** The function $u=rR$ obeys $u''=2(V-E)u$ with $V=-Z/r$. Near the origin $u=R(0)r+R'(0)r^2+\dots$. At $r=0$ the left side is $2R'(0)$ and the right side $-2ZR(0)$, which proves the first statement.

For the second, multiply by $2u'$, which gives $(u'^2)'=2(V-E)(u^2)'$. Integrate over all $r$, the right side by parts. The boundary terms vanish because $u^2/r\to0$ at the origin, and

$$R(0)^2=u'(0)^2=2\int_0^\infty V'u^2dr=2Z\,\langle r^{-2}\rangle .$$

To find $\langle r^{-2}\rangle$, let the angular momentum $l\ge0$ vary continuously at a fixed number of radial nodes. The bound energies are $E_l=-Z^2/[2(n+l)^2]$, because the condition that the radial series terminates does not need integer $l$. Multiply the equation for $u_l$ by $u_0$, subtract the equation for $u_0$ multiplied by $u_l$, and integrate. The derivative terms cancel, and

$$(E_l-E_0)\int u_lu_0\,dr=\frac{l(l+1)}{2}\int\frac{u_lu_0}{r^2}dr .$$

Divide by $l$ and let $l\to0$. The left side tends to $dE_l/dl=Z^2/n^3$ and the right side to $\frac12\langle r^{-2}\rangle$. So $\langle r^{-2}\rangle=2Z^2/n^3$ and $R(0)^2=4Z^3/n^3$. $\blacksquare$

### Proof of the theorem

The radial function is a polynomial times $e^{-Zr/n}$ and depends on $Z$ through $R=Z^{3/2}f(Zr)$. Its derivative is

$$R'=e^{-Zr/n}\sum_{j=0}^{n-1}\gamma_jZ^{5/2+j}r^j ,$$

with pure numbers $\gamma_j$. At $r=0$ this is $\gamma_0Z^{5/2}=R'(0)$, so Lemma 4 gives $\gamma_0^2=4/n^3$.

In $L$ put $\lambda=kx$ and use $\arctan(1/x)=\pi/2-\arctan x$:

$$L=\frac{6}{k^4}\,g(x),\qquad g(x)=\frac{e^{-\pi\nu+2\nu\arctan x}}{(1+x^2)^2}.$$

Each $-d/d\lambda$ is $-k^{-1}d/dx$, and $Z^jk^{-j}=\nu^j$. Therefore

$$I=\frac{6C\,Z^{5/2}}{k^2}\,S,\qquad S=\sum_j\gamma_j(-\nu)^jg^{(j)}(x)\Big|_{x=\nu/n}. \tag{11}$$

Consider small $\nu$. The term $j=0$ is $\gamma_0(1-\pi\nu)+O(\nu^2)$. In the term $j=1$,

$$g'(x)=\frac{2\nu-4x}{1+x^2}\,g(x), \tag{12}$$

which is of order $\nu$ at $x=\nu/n$; with its prefactor the term is $O(\nu^2)$. Terms with $j\ge2$ carry at least $\nu^2$, and the derivatives of $g$ stay bounded. So $S=\gamma_0(1-\pi\nu)+O(\nu^2)$.

For the normalisation, $y/(1-e^{-y})=1+y/2+O(y^2)$ with $y=2\pi\nu$ gives $C^2=\frac19[1+\pi\nu+O(\nu^2)]$. Hence

$$I^2=\frac{36Z^5}{k^4}\cdot\frac{1+\pi\nu}{9}\cdot\frac{4}{n^3}(1-2\pi\nu)+\dots=\frac{16Z^5}{n^3k^4}\left[1-\pi\nu+O(\nu^2)\right],$$

$$\sigma_{ns}=\frac{128\pi Z^5}{3c\,n^3\,\omega k^5}\left[1-\pi\nu+O(\nu^2)\right].$$

Finally $k^5=(2\omega)^{5/2}[1+O(\nu^2)]$ and $128/2^{5/2}=16\sqrt2$. This is (4). $\blacksquare$

### Remarks

**What the law measures.** Since $|\psi(0)|^2=R(0)^2/4\pi=Z^3/(\pi n^3)$, the law can be written

$$\sigma_{ns}\to\frac{16\sqrt2\,\pi^2}{3c}\,Z^2\,|\psi(0)|^2\,\omega^{-7/2}.$$

A free electron cannot take up a photon's energy when it receives no momentum, so the charge $Z$ must supply the momentum $k$. The surviving coefficient is $R'(0)$, the slope of the cusp at the nucleus. The other parts of the $ns$ function enter at relative order $\nu^2$.

**The first correction.** The term $-\pi\nu$ is the same for every $n$. It is the sum of $+\pi\nu$ from the raised outgoing wave and $-2\pi\nu$ from the squared exponential in $L$. For 1s, division of (10) by the law gives

$$\frac{\sigma_{1s}}{\rm law}=\frac{2\pi\nu}{\sqrt{1+\nu^2}}\,\frac{e^{-4\nu\,{\rm arccot}\,\nu}}{1-e^{-2\pi\nu}}
=1-\pi\nu+\Big(\frac{\pi^2}{3}+\frac72\Big)\nu^2+\dots \tag{13}$$

In the second-order coefficient, $\pi^2/3$ comes from $y/(e^y-1)$, $4$ from $e^{4\nu\arctan\nu}$ and $-\frac12$ from the square root. At $k=1000Z$ the computed values of $(1-\sigma/{\rm law})/\nu$ are 3.1348, 3.1357 and 3.1358 for 1s, 2s and 3s. For 1s, (13) predicts $\pi-6.79/1000=3.1348$.

**The local exponent.** By (11) the ratio to the law is an analytic function of $\nu$ near zero, so (4) may be differentiated. From $k^2=2\omega-Z^2/n^2$ one finds $d\nu/d\ln\omega=-\nu\omega/k^2=-\frac12\nu+O(\nu^3)$, and

$$\frac{d\ln\sigma_{ns}}{d\ln\omega}=-\frac72+\frac{\pi\nu}{2}+O(\nu^2).$$

At high but finite energy the cross section falls more slowly than the limiting power.

**Why the plane wave succeeds in one form and fails in the other.** In the velocity form the leading term of the 1s integral is $g$ itself, and dropping the Coulomb distortion changes it by a relative amount of order $\nu$. In the length form the integrand is $Fr^2R$, which by (9) calls for $-dL/d\lambda\propto-g'(x)$. By (12) this is proportional to $4x-2\nu$ at $x=\nu$, hence to $2\nu$. A plane wave loses the term $-2\nu$, which is the distortion, and keeps $4\nu$. That is the factor 2 in amplitude and 4 in cross section found at the start. With the true wave, numerical integration for 1s gives the same amplitude in both forms to within a relative $10^{-10}$, at $k=2.398$ and at $k=20$ with $Z=1$.

**Numerical tests of the closed form.** For $Z=1$ and the same two momenta, equation (5) was integrated numerically and $F$ was normalised by its amplitude at large distance. The cross sections for 1s, 2s and 3s agree with the closed form to within a relative $10^{-9}$.

The absolute scale has its own test. The oscillator strength of a transition is $2\omega|\langle f|z|i\rangle|^2$, and its sum over all final states is $\langle[z,[H,z]]\rangle=1$, because $[H,z]=-ip_z$ and $[z,-ip_z]=1$. By (1) and (3), the continuum contributes $(c/2\pi^2)\int\sigma\,d\omega$. The closed 1s cross section gives 0.43500. The bound transitions, from separate quadratures, give 0.56500. The sum is 1.000000.

**Where the result fails.** The law needs $\pi Z/k\ll1$, while the nonrelativistic dipole model needs $k\ll c$. The exact 1s cross section of the model reaches 0.9 of the law at $k=29.2Z$. For $Z=1$ this means 11.6 keV, or 0.023 of the electron rest energy. For $Z=6$ the energy is $6^2$ times larger, 419 keV, or 0.82 of the rest energy, where a nonrelativistic model has no standing. Within the model, agreement within one percent would need $k\approx100\pi Z$, beyond $c\approx137$ even for hydrogen. The power law is therefore a limit of the model that real atoms do not reach: before the Coulomb correction has died out, relativistic corrections raise the cross section and slow its fall. It also describes photoabsorption alone. At 0.1 nm the photon momentum $\omega/c$ is 3.3, so $\mathbf A$ varies across the atom and the $A^2$ term, inert in the dipole approximation, scatters the photon and ejects the electron (Compton scattering). Its scale is the Thomson cross section $8\pi/(3c^4)=6.65\times10^{-25}$ cm², some 300 times the photoabsorption cross section of hydrogen at that wavelength, $2.2\times10^{-27}$ cm². In hydrogen, total scattering outweighs photoabsorption above about 2.3 keV, and Compton scattering alone does so above about 2.8 keV; at 13.5 nm it is negligible. Formula (10) avoids the expansion in $\nu$, though not the limits of the model.

### Hydrogen at the EUV lithography wavelength

Light of 13.5 nm has $\omega=91.84$ eV $=3.3751$ hartree. For a hydrogen atom in its ground state,

$$k=\sqrt{2(3.3751)-1}=2.398,\qquad \nu=0.417,\qquad \pi\nu=1.31 .$$

Cut after its first-order term, the bracket in (4) would be negative, so (10) is used instead. It gives $\sigma=8.98\times10^{-4}$ bohr² $=2.52\times10^{-20}$ cm². The law gives $2.45\times10^{-3}$ bohr² $=6.86\times10^{-20}$ cm², which is too large by a factor $1/0.367=2.7$. The approach to the limit is slow ("exact" means exact within the nonrelativistic dipole model, whose neglected terms, photon momentum and relativity, each reach the size $(k/c)^2\approx0.05$ at 0.1 nm but have opposite signs, so that in the Born approximation their net effect there is below 0.01):

| wavelength (nm) | exact/law | local exponent |
|---|---|---|
| 13.5 | 0.367 | −3.08 |
| 6.7 | 0.477 | −3.17 |
| 1.0 | 0.733 | −3.35 |
| 0.1 | 0.903 | −3.45 |

From 13.5 to 6.7 nm the exact cross section falls by a factor $2.516/0.2814=8.9$; the power $-7/2$ would give $(13.5/6.7)^{7/2}=11.6$. At 0.1 nm the energy is 135 times that at 13.5 nm, so $k=\sqrt{2(135)(3.3751)-1}=30.2$, and (13) gives $1-0.104+0.007=0.903$, as in the table.

**Background gas in a scanner.** EUV exposure tools hold hydrogen at low pressure in the beam path. Take 5 Pa, 300 K and a path of 5 m as rough typical values. The density is $1.207\times10^{15}$ molecules per cm³. If each molecule is counted as two free atoms, the optical depth is

$$2\,(1.207\times10^{15})(2.516\times10^{-20})(500)=0.0304,$$

and the fraction of light lost is $1-e^{-0.0304}=3.0\,\%$. The asymptotic law would give 7.9 %.

The real gas is mostly molecular. A rough figure for the effect of the bond comes from carrying over the high-energy result that absorption follows the electron density at the nuclei. A full configuration-interaction calculation of H₂ in the cc-pVTZ basis, at a bond length of 1.40 bohr, gives 0.4088 bohr⁻³ at a nucleus. The atom in the same basis has 0.2874 bohr⁻³, below its analytic value of 0.3183 because this small Gaussian basis does not resolve the cusp. In the ratio of the two this defect cancels largely but not fully: cc-pVQZ gives 1.44, and a basis with tight s functions gives 0.4586 and 0.3176 bohr⁻³, again a ratio of 1.44 (a loss of 4.3 %), while a bond length of 1.449 bohr lowers that ratio to 1.40. The cc-pVTZ ratio 1.42 is thus good to about 0.02. It would raise the loss to 4.2 %. This is what the high-energy limit would give, not an H₂ cross section at 13.5 nm, where that limit has not been reached.

Waves from the two nuclei also interfere. Equal amplitudes at distance $\mathbf d$ give the factor $1+\cos\mathbf k\cdot\mathbf d$ relative to two separate centres. Its average over molecular orientations is $1+\sin(kd)/(kd)$, a change of −6 % for the atomic $k$ and spherical amplitudes. Here $kd=3.36$ lies close to $\pi$, where this term changes sign, so the estimate does not settle the sign for the real molecule.

The neglected photon momentum matters far less. With a plane final wave, a photon momentum $q=\omega/c$ changes $k^2+Z^2$ in the Fourier transform to

$$k^2+Z^2+q^2-2kq\cos\theta=2\omega\Big[1-\frac kc\cos\theta+\frac{\omega}{2c^2}\Big],$$

where $\theta$ is the angle between electron and photon. The cross section contains the inverse fourth power of this, weighted with $\sin^2\theta$, for which the mean of $\cos^2\theta$ is $1/5$. To second order in $1/c$ the relative change is $10(k/c)^2/5-2\omega/c^2=(k^2-Z^2)/c^2$. Here it is $2.5\times10^{-4}$; the plane wave is poor at $\nu=0.417$, and with the Coulomb final wave the shift is $(k/c)^2=3.1\times10^{-4}$. Relativistic corrections are expected at the size of $(k/c)^2=3.1\times10^{-4}$. The finite proton mass is of the same order: with reduced mass $\mu=1-5.4\times10^{-4}$, lengths scale as $1/\mu$ and energies as $\mu$, so $\sigma$ becomes $\mu^{-2}\sigma(\omega/\mu)\approx\mu^{1.08}\sigma$ by the local exponent, a change of $-6\times10^{-4}$. Of the errors considered here, those that count at 13.5 nm are the use of the asymptotic law and the replacement of molecules by atoms. The values used here are listed in the numerical output.

## Values computed for the example and the checks

```
max relative error, closed vs integrated wave: 9.8e-10
max relative error, velocity vs length form: 6.1e-11
oscillator strength of 1s, bound part: 0.56500
oscillator strength of 1s, free part: 0.43500
sum of both parts: 1.000000
(1 - exact/law)*k/Z at k = 1000 Z, 1s: 3.1348
(1 - exact/law)*k/Z at k = 1000 Z, 2s: 3.1357
(1 - exact/law)*k/Z at k = 1000 Z, 3s: 3.1358
plane wave, length/velocity cross section: 4.00000
plane wave velocity form / law at k = 10: 0.9852
1s threshold cross section, Z=1: 6.304e-18 cm2
wavelength: 13.5 nm
photon energy: 91.84 eV = 3.3751 hartree
electron momentum k: 2.3979 a.u.
nu = Z/k: 0.4170
pi*nu: 1.3101
exact cross section: 8.9837e-04 bohr2 = 2.516e-20 cm2
law cross section: 2.4482e-03 bohr2 = 6.856e-20 cm2
hydrogen atom: wavelength, energy, exact sigma, exact/law, exponent
  13.5 nm, 91.8 eV, 2.516e-20 cm2, 0.3670, -3.0760
  6.7 nm, 185.1 eV, 2.814e-21 cm2, 0.4766, -3.1744
  1.0 nm, 1239.8 eV, 5.560e-24 cm2, 0.7332, -3.3534
  0.1 nm, 12398.4 eV, 2.165e-27 cm2, 0.9029, -3.4499
exact/law = 0.9 at k/Z: 29.22
  Z=1: photon energy 11.63 keV, over electron rest energy 0.0228
  Z=6: photon energy 418.55 keV, over electron rest energy 0.8191
gas pressure, temperature, path: 5.0 Pa, 300.0 K, 5.0 m
molecule density: 1.207e+15 cm-3
light lost, gas counted as atoms: 2.99 %
light lost if the law were used: 7.94 %
H2 bond length used: 1.40 bohr
density at nucleus, H atom, cc-pVTZ: 0.2874 bohr-3
density at nucleus, H atom, analytic: 0.3183 bohr-3
density at nucleus, H2, full CI cc-pVTZ: 0.4088 bohr-3
H2/atom density ratio at a nucleus: 1.422
light lost with this ratio applied: 4.23 %
two-centre interference sin(kR)/(kR): -0.064
photon-momentum shift of sigma, plane wave: 2.53e-04
relativistic size (k/c)^2: 3.06e-04
```
